# Half-Voltage and One-Third-Voltage Biasing of Crossbar Arrays: test program

```python
"""Half-voltage versus one-third-voltage biasing of an M x N crossbar.

Result under test: with the selected row at V and selected column at 0,
  half scheme : M+N-2 cells at V/2, the other (M-1)(N-1) at zero,
                P_half = (M+N-2) (V/2) I(V/2)
  third scheme: M+N-2 cells at +V/3 and (M-1)(N-1) cells at -V/3,
                P_third = (V/3)[(M+N-2) I(V/3) + (M-1)(N-1) |I(-V/3)|]
For an odd law I(v) and an n x n array the powers are equal at
  n* = 3 I(V/2)/I(V/3) - 1, and the third scheme is lower below n*.
Cell voltage = row potential - column potential. P counts heat in all
cells except the selected one. Units: volt, ampere, watt, ohm.
"""
import numpy as np
from scipy.optimize import brentq, linprog, minimize_scalar

V = 3.0          # write voltage
I0 = 1e-9        # current scale of the cell law
v0 = 0.25        # voltage scale of the cell law
n_big, n_small = 1024, 16


def sinh_law(v):
    return I0 * np.sinh(v / v0)


def diode_law(v):
    return I0 * np.expm1(v / v0)


def ohmic_law(v):
    return sinh_law(V) * v / V


def power_law(p):
    return lambda v: I0 * np.sign(v) * np.abs(v) ** p


def line_potentials(M, N, s, t, other_rows, other_cols):
    rows = np.full(M, float(other_rows))
    cols = np.full(N, float(other_cols))
    rows[s], cols[t] = V, 0.0
    return rows, cols


SCHEMES = {"half": (V / 2, V / 2), "third": (V / 3, 2 * V / 3)}


def explicit_power(law, M, N, bias, s=0, t=0):
    """Sum of v*I(v) over every cell except the selected one."""
    rows, cols = line_potentials(M, N, s, t, *bias)
    v = rows[:, None] - cols[None, :]
    heat = v * law(v)
    heat[s, t] = 0.0
    return heat.sum()


def formula_half(law, M, N):
    return (M + N - 2) * V / 2 * law(V / 2)


def formula_third(law, M, N):
    return V / 3 * ((M + N - 2) * law(V / 3)
                    + (M - 1) * (N - 1) * abs(law(-V / 3)))


# Leakage power: cell-by-cell sums against the grouped formulas
for law in (sinh_law, diode_law, ohmic_law, power_law(3)):
    for M, N in ((2, 2), (7, 5), (40, 90), (n_big, n_big)):
        for name, formula in (("half", formula_half),
                              ("third", formula_third)):
            direct = explicit_power(law, M, N, SCHEMES[name], M // 2, N // 3)
            assert np.isclose(direct, formula(law, M, N), rtol=1e-9, atol=0)

# Pulses received by one fixed cell when every other cell is written once
M, N = 6, 4
for name in SCHEMES:
    received = []
    for s in range(M):
        for t in range(N):
            if (s, t) != (2, 1):
                rows, cols = line_potentials(M, N, s, t, *SCHEMES[name])
                received.append(rows[2] - cols[1])
    received = np.array(received)
    level, rest = (V / 2, 0.0) if name == "half" else (V / 3, -V / 3)
    assert np.isclose(received, level).sum() == M + N - 2
    assert np.isclose(received, rest).sum() == (M - 1) * (N - 1)

# Smallest possible worst disturb voltage over all line potentials
A, b = [], []
for i in range(M):
    for j in range(N):
        if (i, j) != (2, 1):
            for sign in (1, -1):
                line = np.zeros(M + N + 1)
                line[i], line[M + j], line[-1] = sign, -sign, -1
                A.append(line)
                b.append(0.0)
fixed = np.zeros((2, M + N + 1))
fixed[0, 2] = fixed[1, M + 1] = 1.0
cost = np.zeros(M + N + 1)
cost[-1] = 1.0
program = linprog(cost, A_ub=np.array(A), b_ub=b, A_eq=fixed, b_eq=[V, 0.0],
                  bounds=[(None, None)] * (M + N + 1))
assert program.success
least_worst = program.fun
assert abs(least_worst - V / 3) < 1e-7


# Crossover size: scan of explicit sums against the closed expression
def crossover(law):
    return 3 * law(V / 2) / law(V / 3) - 1


def first_size_where_half_wins(law):
    for n in range(2, 200):
        if (explicit_power(law, n, n, SCHEMES["half"])
                < explicit_power(law, n, n, SCHEMES["third"])):
            return n
    raise RuntimeError("no crossover found")


for law in (sinh_law, ohmic_law, power_law(3), power_law(5)):
    assert first_size_where_half_wins(law) == int(crossover(law)) + 1
for p in (1, 3, 5):
    assert first_size_where_half_wins(power_law(p)) == int(3 * 1.5**p - 1) + 1

# Voltage scale at which both schemes tie for the large array
v0_tie = brentq(lambda w: 3 * np.sinh(V / (2 * w)) / np.sinh(V / (3 * w))
                - (n_big + 1), 0.05, 0.2, xtol=1e-14)
v0_tie_exponential = V / (6 * np.log((n_big + 1) / 3))
assert abs(v0_tie / v0_tie_exponential - 1) < 1e-8


# Intermediate biasing: other rows at a*V, other columns at (1-a)*V
def heat_slope(v):
    x = v / v0
    return I0 * (np.sinh(x) + x * np.cosh(x))


def family_power(a, n):
    return explicit_power(sinh_law, n, n, (a * V, (1 - a) * V))


def direct_optimum(n):
    return minimize_scalar(lambda a: family_power(a, n), bounds=(0.2, 0.55),
                           method="bounded", options={"xatol": 1e-9}).x


best_a = {}
for n in (n_small, n_big):
    best_a[n] = brentq(lambda a: heat_slope(a * V)
                       - (n - 1) * heat_slope((1 - 2 * a) * V), 1 / 3, 0.5)
    assert abs(best_a[n] - direct_optimum(n)) < 1e-5
    assert 1 / 3 < best_a[n] < 1 / 2
    assert family_power(best_a[n], n) < min(family_power(1 / 3, n),
                                          family_power(1 / 2, n))
assert abs(direct_optimum(2) - 1 / 3) < 1e-5


# Nonlinear nodal solution with wire resistance r per segment
def wired_power(bias, r, M=6, N=5, s=2, t=3):
    rows, cols = line_potentials(M, N, s, t, *bias)
    K = M * N
    G, source = np.zeros((2 * K, 2 * K)), np.zeros(2 * K)
    for i in range(M):
        for j in range(N):
            k = i * N + j
            for node, at_driver, previous, drive in (
                    (k, j == 0, k - 1, rows[i]),
                    (K + k, i == 0, K + k - N, cols[j])):
                G[node, node] += 1 / r
                if at_driver:
                    source[node] += drive / r
                else:
                    G[previous, previous] += 1 / r
                    G[node, previous] -= 1 / r
                    G[previous, node] -= 1 / r
    x = np.concatenate([np.repeat(rows, N), np.tile(cols, M)])
    top = np.arange(K)

    def imbalance(x):
        current = sinh_law(x[:K] - x[K:])
        return G @ x - source + np.concatenate([current, -current])

    for _ in range(12):
        slope = I0 / v0 * np.cosh((x[:K] - x[K:]) / v0)
        J = G.copy()
        J[top, top] += slope
        J[top + K, top + K] += slope
        J[top, top + K] -= slope
        J[top + K, top] -= slope
        x = x - np.linalg.solve(J, imbalance(x))
    assert np.max(np.abs(imbalance(x))) < 1e-12
    v = x[:K] - x[K:]
    heat = v * sinh_law(v)
    heat[s * N + t] = 0.0
    return heat.sum()


wire_shift = {}
for name, formula in (("half", formula_half), ("third", formula_third)):
    ideal = formula(sinh_law, 6, 5)
    p1, p2 = wired_power(SCHEMES[name], 1.0), wired_power(SCHEMES[name], 2.0)
    wire_shift[name] = p1 / ideal - 1
    assert 0.48 < (p1 - ideal) / (p2 - ideal) < 0.52   # linear in r
    assert abs((2 * p1 - p2) / ideal - 1) < 1e-5       # limit r -> 0

# Currents delivered by the line drivers, from the full current matrix
I1, I2, I3 = sinh_law(V), sinh_law(V / 2), sinh_law(V / 3)


def driver_currents(name, M, N):
    rows, cols = line_potentials(M, N, 0, 0, *SCHEMES[name])
    current = sinh_law(rows[:, None] - cols[None, :])
    return rows, cols, current.sum(axis=1), -current.sum(axis=0)


for M, N in ((7, 5), (n_big, n_big)):
    rows, cols, jr, jc = driver_currents("third", M, N)
    assert np.isclose(jr[0], I1 + (N - 1) * I3, rtol=1e-9, atol=0)
    assert np.isclose(jr[1:].sum(), -(M - 1) * (N - 2) * I3, rtol=1e-9, atol=0)
    assert np.isclose(jc[1:].sum(), (N - 1) * (M - 2) * I3, rtol=1e-9, atol=0)
    net = rows @ jr + cols @ jc
    assert np.isclose(net, V * I1 + formula_third(sinh_law, M, N), rtol=1e-9,
                      atol=0)
sink_third, source_two_thirds = -jr[1:].sum(), jc[1:].sum()
sourced_power = V * (jr[0] - I1) + 2 * V / 3 * source_two_thirds
row_current_third = jr[0]
row_current_half = driver_currents("half", n_big, n_big)[2][0]
assert np.isclose(row_current_half, I1 + (n_big - 1) * I2, rtol=1e-9, atol=0)


def show(label, value, unit="", digits=5):
    text = str(value) if isinstance(value, int) else f"{value:.{digits}g}"
    print(f"{label}: {text} {unit}".rstrip())


show("Write voltage V", V, "V")
show("Current scale I0", I0 * 1e9, "nA")
show("Voltage scale v0", v0, "V")
show("I(V)", I1 * 1e6, "uA")
show("I(V/2)", I2 * 1e9, "nA")
show("I(V/3)", I3 * 1e9, "nA")
show("I(V/2)/I(V/3)", I2 / I3)
show("Selected-cell power", V * I1 * 1e6, "uW")
show("Least worst disturb voltage (linear program)", least_worst, "V")
for n in (n_small, n_big):
    ph = explicit_power(sinh_law, n, n, SCHEMES["half"])
    pt = explicit_power(sinh_law, n, n, SCHEMES["third"])
    show(f"n={n}: cells at V/2, half scheme", 2 * n - 2)
    show(f"n={n}: cells at +V/3, third scheme", 2 * n - 2)
    show(f"n={n}: cells at -V/3, third scheme", (n - 1) ** 2)
    show(f"n={n}: all disturbed cells, third scheme", n * n - 1)
    show(f"n={n}: P_half", ph * 1e6, "uW")
    show(f"n={n}: P_third", pt * 1e6, "uW")
    show(f"n={n}: P_third/P_half", pt / ph)
    show(f"n={n}: best a", best_a[n])
    show(f"n={n}: power at best a", family_power(best_a[n], n) * 1e6, "uW")
    show(f"n={n}: largest disturb voltage at best a",
         V * max(best_a[n], 1 - 2 * best_a[n]), "V")
show("Crossover n*, sinh law", crossover(sinh_law))
show("Crossover n*, exponential estimate", 3 * np.exp(V / (6 * v0)) - 1)
show("First n where half scheme wins, sinh law",
     first_size_where_half_wins(sinh_law))
show("Crossover n*, resistor", crossover(ohmic_law))
show("Crossover n*, cubic law", crossover(power_law(3)))
show("Crossover n*, fifth-power law", crossover(power_law(5)))
show("v0 for equal powers at n=1024", v0_tie, "V")
for label, law in (("resistor", ohmic_law), ("diode", diode_law)):
    for name in SCHEMES:
        p = explicit_power(law, n_big, n_big, SCHEMES[name])
        show(f"n=1024, {label}: P_{name}", p * 1e3, "mW")
show("Diode I(V/2)", diode_law(V / 2) * 1e9, "nA")
show("Diode I(V/3)", diode_law(V / 3) * 1e9, "nA")
show("Diode I(-V/3)", diode_law(-V / 3) * 1e9, "nA")
show("n=1024: selected-row current, half", row_current_half * 1e6, "uA")
show("n=1024: selected-row current, third", row_current_third * 1e6, "uA")
show("n=1024: current sourced by 2V/3 rail", source_two_thirds * 1e3, "mA")
show("n=1024: current sunk by V/3 rail", sink_third * 1e3, "mA")
show("n=1024: sourced leakage power, third", sourced_power * 1e3, "mW")
for name in SCHEMES:
    show(f"6x5 array, 1 ohm per segment: change of P_{name}",
         100 * wire_shift[name], "%", 3)
print("OK")
```

Output:

```
Write voltage V: 3 V
Current scale I0: 1 nA
Voltage scale v0: 0.25 V
I(V): 81.377 uA
I(V/2): 201.71 nA
I(V/3): 27.29 nA
I(V/2)/I(V/3): 7.3915
Selected-cell power: 244.13 uW
Least worst disturb voltage (linear program): 1 V
n=16: cells at V/2, half scheme: 30
n=16: cells at +V/3, third scheme: 30
n=16: cells at -V/3, third scheme: 225
n=16: all disturbed cells, third scheme: 255
n=16: P_half: 9.0771 uW
n=16: P_third: 6.9589 uW
n=16: P_third/P_half: 0.76665
n=16: best a: 0.39504
n=16: power at best a: 2.9091 uW
n=16: largest disturb voltage at best a: 1.1851 V
n=1024: cells at V/2, half scheme: 2046
n=1024: cells at +V/3, third scheme: 2046
n=1024: cells at -V/3, third scheme: 1046529
n=1024: all disturbed cells, third scheme: 1048575
n=1024: P_half: 619.06 uW
n=1024: P_third: 28616 uW
n=1024: P_third/P_half: 46.224
n=1024: best a: 0.47982
n=1024: power at best a: 530.1 uW
n=1024: largest disturb voltage at best a: 1.4395 V
Crossover n*, sinh law: 21.174
Crossover n*, exponential estimate: 21.167
First n where half scheme wins, sinh law: 22
Crossover n*, resistor: 3.5
Crossover n*, cubic law: 9.125
Crossover n*, fifth-power law: 21.781
v0 for equal powers at n=1024: 0.085707 V
n=1024, resistor: P_half: 124.87 mW
n=1024, resistor: P_third: 28443 mW
n=1024, diode: P_half: 1.2351 mW
n=1024, diode: P_third: 1.137 mW
Diode I(V/2): 402.43 nA
Diode I(V/3): 53.598 nA
Diode I(-V/3): -0.98168 nA
n=1024: selected-row current, half: 287.73 uA
n=1024: selected-row current, third: 109.29 uA
n=1024: current sourced by 2V/3 rail: 28.532 mA
n=1024: current sunk by V/3 rail: 28.532 mA
n=1024: sourced leakage power, third: 57.147 mW
6x5 array, 1 ohm per segment: change of P_half: -0.0939 %
6x5 array, 1 ohm per segment: change of P_third: -0.031 %
OK
```
